# Saturation Drain Voltage of a Velocity-Saturated MOSFET: test program

```python
"""Saturation drain voltage of a velocity-saturated MOSFET.

Result under test:  VDsat = VGT*Ec*L / (VGT + Ec*L)
VGT: gate overdrive (V); L: channel length (cm); Ec = 2*vsat/mu (V/cm);
mu: low-field mobility (cm2/Vs); vsat: saturation velocity (cm/s).
Velocity law: v = mu*E/(1+E/Ec) below Ec, v = vsat above Ec.
The independent road inverts this law numerically and integrates dx = dV/E.
Lengths are in cm inside the program, unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

NM = 1e-7
q_e = const.e
eps0 = const.epsilon_0 / 100.0            # F/cm
eps_ox, eps_si = 3.9 * eps0, 11.7 * eps0

# Rough typical values, quarter-micrometre silicon n-channel device
L, W, t_ox = 250 * NM, 1e-4, 5 * NM
VGT, V_supply = 2.0, 2.5
mu, vsat, T = 250.0, 8e6, 300.0
Ec = 2 * vsat / mu
Cox = eps_ox / t_ox


def show(label, value, unit, fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}")


def vdsat_formula(overdrive, ec_length, body=1.0):
    return overdrive * ec_length / (overdrive + body * ec_length)


def triode_current(vd, length):
    return (W * mu * Cox / length * (VGT * vd - vd**2 / 2)
            / (1 + vd / (Ec * length)))


def velocity(field):
    return mu * field / (1 + field / Ec) if field < Ec else vsat


def inverse_field(speed):
    """1/E at which the carriers have the given speed, by root search."""
    root = brentq(lambda f: velocity(f) - speed, 0.0, Ec,
                  xtol=1e-9, rtol=1e-13)
    return 1.0 / root


def simple_charge(v):
    """Mobile sheet charge divided by Cox, in volts."""
    return VGT - v


def length_needed(vd, flux, charge):
    """Channel length over which potential rises to vd; flux = I/(W*Cox)."""
    return quad(lambda v: inverse_field(flux / charge(v)), 0.0, vd,
                epsabs=1e-14, epsrel=1e-10)[0]


def onset_length(vd, charge):
    """Length needed when carriers just reach vsat at the drain end."""
    return length_needed(vd, vsat * charge(vd), charge)


def onset_voltage(length, charge):
    v_empty = brentq(charge, 0.0, 3.0)
    return brentq(lambda v: onset_length(v, charge) / length - 1,
                  1e-3 * v_empty, 0.999 * v_empty, xtol=1e-11)


def profile_current(vd):
    """Current below saturation from the numerical channel profile."""
    top = vsat * simple_charge(vd) * (1 - 1e-12)
    flux = brentq(lambda u: length_needed(vd, u, simple_charge) / L - 1,
                  1e-3 * top, top, rtol=1e-13)
    return W * Cox * flux


# --- Symbolic matching of the two currents ---
g, a, v = sp.symbols("g a v", positive=True)
channel_side = (g * v - v**2 / 2) / (1 + v / a)
drain_side = a / 2 * (g - v)
roots = sp.solve(sp.numer(sp.together(channel_side - drain_side)), v)
assert len(roots) == 1
assert sp.simplify(roots[0] - g * a / (g + a)) == 0

# --- Onset voltage from the profile, three channel lengths ---
ecl = Ec * L
vds = vdsat_formula(VGT, ecl)
onsets = []
for length_nm in (50, 250, 5000):
    numeric = onset_voltage(length_nm * NM, simple_charge)
    formula = vdsat_formula(VGT, Ec * length_nm * NM)
    assert abs(numeric - formula) < 1e-6
    onsets.append((length_nm, numeric, formula))
v_onset = onsets[1][1]
idsat = W * Cox * vsat * VGT**2 / (VGT + ecl)
id_onset = W * Cox * vsat * (VGT - v_onset)
assert abs(idsat / id_onset - 1) < 1e-6

# --- Below onset a solution fits in L; above onset none does ---
len_below = onset_length(0.9 * vds, simple_charge)
len_above = onset_length(1.1 * vds, simple_charge)
assert len_below < L < len_above
speed_above = (triode_current(1.1 * vds, L)
               / (W * Cox * (VGT - 1.1 * vds)))
assert speed_above > vsat

# --- Current below saturation, and slope at the kink ---
v_half = vds / 2
i_half = profile_current(v_half)
assert abs(i_half / triode_current(v_half, L) - 1) < 1e-7
h = 0.01
slope_num = (3 * id_onset - 4 * profile_current(v_onset - h)
             + profile_current(v_onset - 2 * h)) / (2 * h)
slope = W * mu * Cox / L * VGT**2 / (2 * (2 * VGT + ecl))
assert abs(slope_num / slope - 1) < 1e-3   # second-order difference error

# --- Smooth law without cut-off: v = mu*E/(1+E/E1), E1 = vsat/mu ---
e1l = vsat / mu * L
peak = minimize_scalar(
    lambda x: -(VGT * x - x**2 / 2) / (1 + x / e1l),
    bounds=(0, VGT), method="bounded", options={"xatol": 1e-10})
v_smooth = e1l * (np.sqrt(1 + 2 * VGT / e1l) - 1)
assert abs(peak.x - v_smooth) < 1e-5


# --- Sharper smooth law: v = mu*E/sqrt(1+(mu*E/vsat)^2) ---
def sharp_length(vd):
    qd = VGT - vd
    area = quad(lambda x: np.sqrt(max((VGT - x)**2 - qd**2, 0)), 0, vd)[0]
    return mu * area / (vsat * qd)


v_sharp = brentq(lambda x: sharp_length(x) / L - 1, 0.01, 1.99)
i_sharp = W * Cox * vsat * (VGT - v_sharp)

# --- Depletion charge that grows along the channel ---
kT = const.k * T / q_e
N_A, n_i = 3e17, 1e10
phi = 2 * kT * np.log(N_A / n_i)
w_dep = np.sqrt(2 * eps_si * phi / (q_e * N_A))
gamma = np.sqrt(2 * q_e * eps_si * N_A) / Cox
body = 1 + eps_si / w_dep / Cox
v_body_num = onset_voltage(L, lambda x: VGT - body * x)
v_body = vdsat_formula(VGT, ecl, body)
assert abs(v_body_num - v_body) < 1e-6
v_bulk = onset_voltage(
    L, lambda x: VGT - x - gamma * (np.sqrt(phi + x) - np.sqrt(phi)))
assert v_body < v_bulk < vds

# --- Series resistance on each side ---
R_side = 200.0


def sat_current(overdrive, length=L):
    return W * Cox * vsat * overdrive**2 / (overdrive + Ec * length)


i_res = brentq(lambda i: i - sat_current(VGT - i * R_side), 0, idsat)
v_res = vdsat_formula(VGT - i_res * R_side, ecl) + 2 * i_res * R_side

# --- Channel shortening at full supply voltage ---
x_j = 70 * NM
ell = np.sqrt(eps_si / eps_ox * t_ox * x_j)


def excess(d):
    return V_supply - vdsat_formula(VGT, Ec * (L - d))


dL = brentq(lambda d: d - ell * np.arcsinh(excess(d) / (ell * Ec)),
            0, 0.9 * L)
drain = solve_ivp(lambda y, s: [s[1], s[0] / ell**2], (0, dL), [0.0, Ec],
                  rtol=1e-9, atol=1e-9)
assert abs(drain.y[0, -1] - excess(dL)) < 1e-5
i_short = sat_current(VGT, L - dL)
E_peak = Ec * np.cosh(dL / ell)
ionised = quad(lambda y: 7.03e5 * np.exp(
    -1.231e6 / (Ec * np.cosh(y / ell))), 0, dL)[0]

# --- Degeneracy, diffusion, inversion-layer depth ---
n_sheet = Cox * VGT / q_e
dos = 2 * 0.19 * const.m_e / (np.pi * const.hbar**2) * q_e * 1e-4
ratio = n_sheet / (dos * kT)
fermi = np.log(np.expm1(ratio))
d_over_mu = kT * ratio / (1 - np.exp(-ratio))
diffusion = d_over_mu / (VGT - vds / 2)
depth = 1.2 * NM
cap_loss = 1 - t_ox / (t_ox + depth * eps_ox / eps_si)

# --- Hot operation at fixed overdrive ---
T_hot = 358.0


def vsat_shape(temp):
    return 1 / (1 + 0.8 * np.exp(temp / 600))


ec_ratio = vsat_shape(T_hot) / vsat_shape(T) * (T_hot / T)**1.5
v_hot = vdsat_formula(VGT, ecl * ec_ratio)

# --- Oxide field and tunnelling through the trapezoidal barrier ---
E_ox = (Cox * VGT + q_e * N_A * w_dep) / eps_ox
barrier, m_ox = 3.1, 0.42
F = E_ox * 100
phiJ = barrier * q_e
rest = max(barrier - E_ox * t_ox, 0) * q_e
expo = (4 * np.sqrt(2 * m_ox * const.m_e) / (3 * const.hbar * q_e * F)
        * (phiJ**1.5 - rest**1.5))
J_gate = (q_e**3 * F**2 / (8 * np.pi * const.h * phiJ * m_ox)
          * np.exp(-expo) * 1e-4)

# --- Output ---
show("Channel length L", L / NM, "nm")
show("Channel width W", W * 1e4, "um")
show("Oxide thickness", t_ox / NM, "nm")
show("Gate overdrive VGT", VGT, "V")
show("Supply voltage", V_supply, "V")
show("Mobility", mu, "cm2/Vs")
show("Saturation velocity", vsat, "cm/s", ".2e")
show("Oxide capacitance", Cox * 1e6, "uF/cm2")
show("Critical field Ec", Ec * 1e-6, "MV/cm")
show("Ec*L", ecl, "V")
show("VDsat, formula", vds, "V", ".4f")
show("Channel current at VDsat", triode_current(vds, L) * 1e6, "uA")
show("Drain-end current at VDsat", W * Cox * vsat * (VGT - vds) * 1e6, "uA")
for length_nm, numeric, formula in onsets:
    print(f"L = {length_nm} nm: VDsat profile {numeric:.4f} V, "
          f"formula {formula:.4f} V")
show("Length needed at 0.9 VDsat", len_below / NM, "nm")
show("Length needed at 1.1 VDsat", len_above / NM, "nm")
show("Drain speed required at 1.1 VDsat", speed_above, "cm/s", ".3e")
show("Current at VDsat/2, profile", i_half * 1e6, "uA")
show("Current at VDsat/2, formula", triode_current(v_half, L) * 1e6, "uA")
show("Slope below kink, profile", slope_num * 1e6, "uA/V")
show("Slope below kink, formula", slope * 1e6, "uA/V")
show("Smooth law, E1*L", e1l, "V")
show("Smooth law, voltage of current maximum", v_smooth, "V", ".4f")
show("Sharper law, saturation voltage", v_sharp, "V", ".4f")
show("Sharper law, saturation current", i_sharp * 1e6, "uA")
show("Acceptor density (rough)", N_A, "cm^-3", ".1e")
show("Body factor m", body, "(no unit)", ".3f")
show("VDsat with body factor", v_body, "V", ".3f")
show("VDsat with full depletion charge", v_bulk, "V", ".3f")
show("Series resistance per side (rough)", R_side, "ohm")
show("Saturation current with resistance", i_res * 1e6, "uA", ".3g")
show("Terminal VDsat with resistance", v_res, "V", ".3f")
show("Junction depth (rough)", x_j / NM, "nm")
show("Drain-region decay length", ell / NM, "nm", ".3g")
show("Channel shortening at supply voltage", dL / NM, "nm", ".3g")
show("Current with channel shortening", i_short * 1e6, "uA", ".3g")
show("Peak drain field", E_peak * 1e-6, "MV/cm", ".2g")
show("Ionisation per electron, local estimate", ionised, "pairs", ".2g")
show("Source sheet density", n_sheet, "cm^-2", ".2e")
show("Fermi level above one subband", fermi, "kT", ".2g")
show("Diffusion/drift estimate", 100 * diffusion, "%", ".2g")
show("Inversion-layer depth (rough)", depth / NM, "nm")
show("Capacitance loss from that depth", 100 * cap_loss, "%", ".2g")
show("Hot operating temperature", T_hot, "K")
show("VDsat when hot, same overdrive", v_hot, "V", ".3f")
show("Oxide field at source", E_ox * 1e-6, "MV/cm", ".2g")
show("Gate tunnelling density, rough", J_gate, "A/cm2", ".0e")
print("PASS")
```

It prints:

```
Channel length L: 250 nm
Channel width W: 1 um
Oxide thickness: 5 nm
Gate overdrive VGT: 2 V
Supply voltage: 2.5 V
Mobility: 250 cm2/Vs
Saturation velocity: 8.00e+06 cm/s
Oxide capacitance: 0.6906 uF/cm2
Critical field Ec: 0.064 MV/cm
Ec*L: 1.6 V
VDsat, formula: 0.8889 V
Channel current at VDsat: 613.9 uA
Drain-end current at VDsat: 613.9 uA
L = 50 nm: VDsat profile 0.2759 V, formula 0.2759 V
L = 250 nm: VDsat profile 0.8889 V, formula 0.8889 V
L = 5000 nm: VDsat profile 1.8824 V, formula 1.8824 V
Length needed at 0.9 VDsat: 208.3 nm
Length needed at 1.1 VDsat: 298.9 nm
Drain speed required at 1.1 VDsat: 8.972e+06 cm/s
Current at VDsat/2, profile: 427.1 uA
Current at VDsat/2, formula: 427.1 uA
Slope below kink, profile: 246.6 uA/V
Slope below kink, formula: 246.7 uA/V
Smooth law, E1*L: 0.8 V
Smooth law, voltage of current maximum: 1.1596 V
Sharper law, saturation voltage: 0.8711 V
Sharper law, saturation current: 623.7 uA
Acceptor density (rough): 3.0e+17 cm^-3
Body factor m: 1.242 (no unit)
VDsat with body factor: 0.803 V
VDsat with full depletion charge: 0.817 V
Series resistance per side (rough): 200 ohm
Saturation current with resistance: 564 uA
Terminal VDsat with resistance: 1.092 V
Junction depth (rough): 70 nm
Drain-region decay length: 32.4 nm
Channel shortening at supply voltage: 93.2 nm
Current with channel shortening: 736 uA
Peak drain field: 0.57 MV/cm
Ionisation per electron, local estimate: 0.09 pairs
Source sheet density: 8.62e+12 cm^-2
Fermi level above one subband: 2 kT
Diffusion/drift estimate: 4 %
Inversion-layer depth (rough): 1.2 nm
Capacitance loss from that depth: 7.4 %
Hot operating temperature: 358 K
VDsat when hot, same overdrive: 0.993 V
Oxide field at source: 4.9 MV/cm
Gate tunnelling density, rough: 1e-12 A/cm2
PASS
```
